**Linear response of a global hybrid: A − B and the half-size problem**

The program examines $A-B=D-aW$, where $D$ holds the orbital gaps, $a$ is the exact-exchange fraction and $W_{ia,jb}=(ij|ab)-(ib|ja)$ within one spin, with $i,j$ occupied and $a,b$ virtual when used as indices. The system is four electrons in a harmonic trap, with exact and Dirac local exchange and no correlation. The program asserts that the derived $A+B$ and $A-B$ agree with finite differences of the equation of motion, and that the half-size energies agree with those of the full-size problem. It also asserts that $W$ is positive definite, and that the commutator identity, the oscillator-strength sum and the sloshing energy hold within stated basis tolerances. Further assertions cover two Coulomb integrals and the density grid. For the basis ladder the program asserts only that the larger commutator error of the ladders ending at $n_x=7$ and 8 is below the larger one of those ending at 3 and 4, and that more than half of the squared error lies in the top rung; a steady decrease is neither asserted nor found. The output shows a diagonal $A-B$ at $a=0$ and off-diagonal elements of up to 1.14 eV at $a=0.25$. At $a=0.25$ the full matrix gives a sloshing energy of 39.999 eV, against the exact 40 eV, while replacing $A-B$ by $D$ gives 42.296 eV.

## Verification by program

```python
"""
Linear response of a global hybrid: test of
  A - B = D - a W,   W[ia,jb] = (ij|ab) - (ib|ja)   (same spin),
  (A - B)(A + B)(X + Y) = (hbar Omega)^2 (X + Y).
D: diagonal matrix of orbital gaps; a: fraction of exact exchange;
i,j occupied and a,b virtual real orbitals; (pq|rs): Coulomb integrals with e^2.
System: four electrons in an anisotropic harmonic trap, Dirac local exchange
mixed with exact exchange, no correlation. Energies in eV, lengths in angstrom.
Basis: oscillator functions, a ladder in x times three transverse functions.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_hermite

E2 = const.e / (4 * pi * const.epsilon_0) * 1e10          # e^2, eV angstrom
H2M = const.hbar**2 / (const.m_e * const.e) * 1e20        # hbar^2/m, eV angstrom^2
TRAP = np.array([40.0, 70.0, 90.0])                       # hbar omega, eV
STRETCH = np.array([1.10, 1.07, 1.05])                    # basis / trap length
LENGTH = STRETCH * np.sqrt(H2M / TRAP)                    # basis lengths
TRANSVERSE = ((0, 0), (1, 0), (0, 1))                     # (ny, nz)
NOCC = 2


def hermite_poly(n, x):
    return eval_hermite(n, x) / sqrt(2.0**n * factorial(n) * sqrt(pi))


def coulomb_integrals():
    """(pq|rs) from 1/r = (2/sqrt(pi)) * integral of exp(-u^2 r^2) over u."""
    node, weight = np.polynomial.hermite.hermgauss(20)
    big_r, small_t = np.meshgrid(node, node, indexing="ij")
    w2 = np.outer(weight, weight).ravel()
    s_nodes, s_weights = np.polynomial.legendre.leggauss(32)
    s_nodes, s_weights = (s_nodes + 1) / 2, s_weights / 2
    eri = np.zeros((NB,) * 4)
    for s, ws in zip(s_nodes, s_weights):
        u = s / (sqrt(2) * LENGTH[0] * sqrt(1 - s * s))
        du = ws / (sqrt(2) * LENGTH[0] * (1 - s * s)**1.5)
        term = np.full((NB,) * 4, E2 * 2 / sqrt(pi) * du)
        for axis in range(3):
            g = 1 / (1 + 2 * u * u * LENGTH[axis]**2)
            x1 = ((big_r + small_t * sqrt(g)) / sqrt(2)).ravel()
            x2 = ((big_r - small_t * sqrt(g)) / sqrt(2)).ravel()
            m = basis[:, axis].max() + 1
            h1 = np.array([hermite_poly(n, x1) for n in range(m)])
            h2 = np.array([hermite_poly(n, x2) for n in range(m)])
            p1 = (h1[:, None] * h1[None]).reshape(m * m, -1)
            p2 = (h2[:, None] * h2[None]).reshape(m * m, -1)
            one_dim = (sqrt(g) * (p1 * w2) @ p2.T).reshape(m, m, m, m)
            q = basis[:, axis]
            term *= one_dim[np.ix_(q, q, q, q)]
        eri += term
    return eri


def set_basis(max_nx):
    """Define the basis and all matrices that depend only on it."""
    global basis, labels, NB, NV, NP, core, ERI, COUL, EXCH, X_MAT, D_MAT
    labels = [(n, ny, nz) for n in range(max_nx + 1) for ny, nz in TRANSVERSE]
    basis = np.array(labels)
    NB = len(basis)
    NV = NB - NOCC
    NP = NOCC * NV
    core = np.zeros((NB, NB))
    for axis in range(3):
        # kinetic and trap energy; x^2 and p^2 also couple n with n +- 2
        s2 = STRETCH[axis]**2
        others = [k for k in range(3) if k != axis]
        same = np.all(basis[:, None, others] == basis[None, :, others], axis=2)
        n1, n2 = basis[:, None, axis], basis[None, :, axis]
        low = np.minimum(n1, n2)
        core += TRAP[axis] / 2 * same * (
            (s2 + 1 / s2) * (n1 == n2) * (n1 + 0.5)
            + (s2 - 1 / s2) * (np.abs(n1 - n2) == 2)
            * np.sqrt((low + 1.0) * (low + 2.0)) / 2)
    same_yz = np.all(basis[:, None, 1:] == basis[None, :, 1:], axis=2)
    n1, n2 = basis[:, None, 0], basis[None, :, 0]
    lower = np.where(same_yz & (n1 == n2 - 1), np.sqrt(n2 / 2), 0.0)
    X_MAT = LENGTH[0] * (lower + lower.T)
    D_MAT = (lower - lower.T) / LENGTH[0]
    ERI = coulomb_integrals()
    COUL = ERI.reshape(NB * NB, NB * NB)
    EXCH = np.ascontiguousarray(ERI.transpose(0, 3, 1, 2)).reshape(NB * NB, -1)


def make_grid(counts):
    pts, wts = [], []
    for axis in range(3):
        x, w = np.polynomial.hermite.hermgauss(counts[axis])
        pts.append(np.array([hermite_poly(n, x) * np.exp(-x * x / 2)
                             for n in range(basis[:, axis].max() + 1)])
                   / sqrt(LENGTH[axis]))
        wts.append(w * np.exp(x * x) * LENGTH[axis])
    phi = np.array([np.einsum("x,y,z->xyz", pts[0][i], pts[1][j], pts[2][k]).ravel()
                    for i, j, k in basis])
    return phi, np.einsum("x,y,z->xyz", *wts).ravel()


def fock(p_same, p_other, a, grid):
    """Fock matrix of one spin for (possibly complex) spin density matrices."""
    f = core + (COUL @ (p_same + p_other).real.ravel()).reshape(NB, NB)
    if a > 0:
        exact = EXCH @ p_same.real.ravel()
        if np.iscomplexobj(p_same):
            exact = exact + 1j * (EXCH @ p_same.imag.ravel())
        f = f - a * exact.reshape(NB, NB)
    if a < 1:
        phi, w = grid
        dens = np.sum(phi * (p_same.real @ phi), axis=0)
        v = -E2 * np.cbrt(6 * np.maximum(dens, 0) / pi)
        f = f + (1 - a) * (phi * (w * v)) @ phi.T
    return f


def ground_state(a, grid):
    p = np.zeros((NB, NB))
    for k in np.argsort(np.diag(core))[:NOCC]:
        p[k, k] = 1.0
    for _ in range(500):
        eps, c = eigh(fock(p, p, a, grid))
        new = c[:, :NOCC] @ c[:, :NOCC].T
        change = np.abs(new - p).max()
        if change < 1e-11:
            break
        p = 0.4 * p + 0.6 * new
    assert change < 1e-11, "self-consistency not reached"
    for k in range(NB):                                   # fix orbital signs
        c[:, k] *= np.sign(c[np.argmax(np.abs(c[:, k])), k])
    return eps, c


def response(a, grid):
    """Singlet and triplet A+B, and A-B, from the derived formulas."""
    eps, c = ground_state(a, grid)
    mo = np.einsum("pqrs,pi->iqrs", ERI, c, optimize=True)
    mo = np.einsum("iqrs,qj->ijrs", mo, c, optimize=True)
    mo = np.einsum("ijrs,rk->ijks", mo, c, optimize=True)
    mo = np.einsum("ijks,sl->ijkl", mo, c, optimize=True)
    o, v = slice(0, NOCC), slice(NOCC, NB)
    hart = mo[o, v, o, v].reshape(NP, NP)
    direct = mo[o, o, v, v].transpose(0, 2, 1, 3).reshape(NP, NP)
    cross = mo[o, v, o, v].transpose(0, 3, 2, 1).reshape(NP, NP)
    phi, w = grid
    orb = c.T @ phi
    dens = np.sum(orb[:NOCC]**2, axis=0)
    kern = -E2 / 3 * (6 / pi)**(1 / 3) * dens**(-2 / 3)
    rho = (orb[:NOCC, None] * orb[None, NOCC:]).reshape(NP, -1)
    loc = (1 - a) * (rho * (w * kern)) @ rho.T
    gap = (eps[None, NOCC:] - eps[:NOCC, None]).ravel()
    plus_t = np.diag(gap) + 2 * loc - a * (direct + cross)
    plus_s = plus_t + 4 * hart
    minus = np.diag(gap) - a * (direct - cross)
    return dict(eps=eps, c=c, gap=gap, plus_s=plus_s, plus_t=plus_t,
                minus=minus, direct=direct, cross=cross)


def response_from_definition(a, grid, c, step=2e-5):
    """A+B and A-B by finite differences of [F,P] under orbital rotations."""
    occ, vir = c[:, :NOCC], c[:, NOCC:]
    p0 = occ @ occ.T
    out = {}
    for name, phase in (("plus", 1.0), ("minus", 1j)):
        same, other = np.zeros((NP, NP)), np.zeros((NP, NP))
        for col in range(NP):
            i, b = divmod(col, NV)
            diff = []
            for t in (step, -step):
                rot = np.cos(t) * occ[:, i] + phase * np.sin(t) * vir[:, b]
                p = p0 - np.outer(occ[:, i], occ[:, i]) + np.outer(rot, rot.conj())
                fa, fb = fock(p, p0, a, grid), fock(p0, p, a, grid)
                diff.append([(vir.T @ (f @ q - q @ f) @ occ).T.ravel()
                             for f, q in ((fa, p), (fb, p0))])
            der = (np.array(diff[0]) - np.array(diff[1])) / (2 * step) / phase
            same[:, col], other[:, col] = der[0].real, der[1].real
        out[name + "_s"], out[name + "_t"] = same + other, same - other
    return out


def full_size(plus, minus):
    aa, bb = (plus + minus) / 2, (plus - minus) / 2
    val = np.linalg.eigvals(np.block([[aa, bb], [-bb, -aa]]))
    assert np.abs(val.imag).max() < 1e-3
    return np.sort(val.real)[NP:]


def half_size(plus, metric, dip):
    """Energies and x oscillator strengths from metric^(1/2) (A+B) metric^(1/2)."""
    val, vec = eigh(metric)
    assert val.min() > 0
    root = (vec * np.sqrt(val)) @ vec.T
    sq, z = eigh(root @ plus @ root)
    assert sq.min() > 0
    return np.sqrt(sq), 4 / H2M * (dip @ root @ z)**2


def commutator_errors(r):
    """Relative error of M d = -(hbar^2/m) <a|d/dx|i> for M = A-B and M = D,
    and the share of the squared A-B error in basis functions of highest nx."""
    c = r["c"]
    dip = (c[:, :NOCC].T @ X_MAT @ c[:, NOCC:]).ravel()
    target = -H2M * (c[:, NOCC:].T @ D_MAT @ c[:, :NOCC]).T.ravel()
    size = np.linalg.norm(target)
    error = r["minus"] @ dip - target
    in_basis = c[:, NOCC:] @ error.reshape(NOCC, NV).T
    top = basis[:, 0] == basis[:, 0].max()
    share = np.sum(in_basis[top]**2) / np.sum(in_basis**2)
    return (dip, np.linalg.norm(error) / size,
            np.linalg.norm(r["gap"] * dip - target) / size, share)


# shorter x ladders first, to see how the completeness error falls
GRID_SIZE = (40, 14, 14)
ladder_error = {}
for top_nx in (3, 4, 5, 7):
    set_basis(top_nx)
    ladder_error[top_nx] = commutator_errors(
        response(0.25, make_grid(GRID_SIZE)))[1]
set_basis(8)
grid = make_grid(GRID_SIZE)

# Coulomb integrals against angular quadrature of the Gaussian pair distribution
mu, wmu = np.polynomial.legendre.leggauss(60)
ang = 2 * pi * np.arange(120) / 120
sin_t = np.sqrt(1 - mu**2)
ux, uy = np.outer(sin_t, np.cos(ang)), np.outer(sin_t, np.sin(ang))
uz = np.outer(mu, np.ones(120))
wang = np.outer(wmu, np.full(120, 2 * pi / 120))
qf = (ux / LENGTH[0])**2 + (uy / LENGTH[1])**2 + (uz / LENGTH[2])**2
pref = E2 / ((2 * pi)**1.5 * LENGTH.prod())
j_ref = pref * np.sum(wang / qf)
k_ref = pref / 2 * np.sum(wang * (1 / qf - 2 * (ux / LENGTH[0])**2 / qf**2))
g0, g1 = labels.index((0, 0, 0)), labels.index((1, 0, 0))
assert abs(ERI[g0, g0, g0, g0] - j_ref) < 1e-7
assert abs(ERI[g0, g1, g0, g1] - k_ref) < 1e-7

print(f"e^2 = {E2:.5f} eV angstrom; hbar^2/m = {H2M:.5f} eV angstrom^2")
print("trap quanta x,y,z (eV):", *[f"{q:.1f}" for q in TRAP])
print("basis lengths x,y,z (angstrom):", *[f"{q:.4f}" for q in LENGTH])
print(f"electrons {2*NOCC}; basis functions {NB}; pairs per spin {NP}")
print(f"x ladder up to nx = {basis[:, 0].max()}; transverse functions "
      f"{len(TRANSVERSE)}")
print(f"check integrals (00|00), (01|01): {j_ref:.4f}, {k_ref:.4f} eV")

saved = {}
for a in (0.0, 0.25, 1.0):
    r = response(a, grid)
    fd = response_from_definition(a, grid, r["c"])
    err = max(np.abs(fd["plus_s"] - r["plus_s"]).max(),
              np.abs(fd["plus_t"] - r["plus_t"]).max(),
              np.abs(fd["minus_s"] - r["minus"]).max(),
              np.abs(fd["minus_t"] - r["minus"]).max())
    assert err < 2e-3, err
    off_fd = np.abs(fd["minus_s"] - np.diag(np.diag(fd["minus_s"]))).max()
    assert (off_fd < 1e-4) if a == 0 else (off_fd > 0.1)
    w_eig = np.linalg.eigvalsh(r["direct"] - r["cross"])
    assert w_eig.min() > 0

    dip, rel, rel_d, share = commutator_errors(r)
    om_s, f_s = half_size(r["plus_s"], r["minus"], dip)
    om_t, _ = half_size(r["plus_t"], r["minus"], dip)
    assert np.abs(full_size(fd["plus_s"], fd["minus_s"]) - om_s).max() < 5e-3
    assert np.abs(full_size(fd["plus_t"], fd["minus_t"]) - om_t).max() < 5e-3
    om_d, f_d = half_size(r["plus_s"], np.diag(r["gap"]), dip)
    om_g, f_g = half_size(r["plus_s"], np.diag(np.diag(r["minus"])), dip)
    slosh, slosh_d, slosh_g = (om_s[f_s.argmax()], om_d[f_d.argmax()],
                               om_g[f_g.argmax()])

    print(f"--- exact-exchange fraction a = {a:.2f}")
    print(f"largest formula/definition difference: {err:.1e} eV")
    print(f"largest off-diagonal |A-B|, by definition: {off_fd:.4f} eV")
    print(f"W eigenvalues, min and max: {w_eig.min():.3f}, {w_eig.max():.3f} eV")
    print(f"lowest singlet, triplet: {om_s[0]:.3f}, {om_t[0]:.3f} eV")
    print(f"sloshing mode, full A-B: {slosh:.3f} eV")
    print(f"sloshing mode, D for A-B: {slosh_d:.3f} eV")
    print(f"sloshing mode, diagonal of A-B: {slosh_g:.3f} eV")
    print(f"strength sum, full A-B and D: {f_s.sum():.4f}, {f_d.sum():.4f}")
    print(f"commutator identity error, A-B and D: {rel:.4f}, {rel_d:.4f}")

    assert rel < 0.05
    assert abs(f_s.sum() - 2 * NOCC) < 0.02 * 2 * NOCC
    assert abs(slosh - TRAP[0]) < 0.02 * TRAP[0]
    if a > 0:
        assert rel_d > 2 * rel
        assert abs(f_d.sum() - 2 * NOCC) > 2 * abs(f_s.sum() - 2 * NOCC)
        assert abs(slosh_d - TRAP[0]) > 2 * abs(slosh - TRAP[0])
    saved[a] = (r, om_s, om_t, slosh, rel, share)

r, om_s, om_t, slosh, rel, share = saved[0.25]
ladder_error[8] = rel
print("--- completeness of the x ladder at a = 0.25")
print("identity error by highest nx:",
      ", ".join(f"{n}: {e:.4f}" for n, e in ladder_error.items()))
print(f"share of squared error in the top rung, nx = 8: {share:.4f}")
# neighbouring ladders together, since odd and even ends cut different orbitals
assert (max(ladder_error[7], ladder_error[8])
        < max(ladder_error[3], ladder_error[4]))
assert share > 0.5

fine = response(0.25, make_grid((56, 18, 18)))
fine_s, _ = half_size(fine["plus_s"], fine["minus"], np.zeros(NP))
fine_t, _ = half_size(fine["plus_t"], fine["minus"], np.zeros(NP))
grid_change = max(np.abs(fine_s[:5] - om_s[:5]).max(),
                  np.abs(fine_t[:5] - om_t[:5]).max())
print(f"grid refinement, largest change of five lowest: {grid_change:.1e} eV")
assert grid_change < 5e-3


def orbital_name(k):
    return "".join(str(n) for n in labels[np.argmax(np.abs(r["c"][:, k]))])


print("--- one 2x2 block of A-B at a = 0.25")
print("orbitals named by main basis quantum numbers nx ny nz")
for k in range(7):
    print(f"orbital {k+1} ({orbital_name(k)}): {r['eps'][k]:.3f} eV")
off = np.abs(r["minus"] - np.diag(np.diag(r["minus"])))
low_pair = r["gap"] < 150.0                               # leave out high pairs
off = off * np.outer(low_pair, low_pair)
p, q = sorted(np.unravel_index(off.argmax(), off.shape))
for name, k in (("P", p), ("Q", q)):
    i, b = divmod(int(k), NV)
    print(f"pair {name}: {orbital_name(i)} -> {orbital_name(NOCC + b)}, "
          f"gap {r['gap'][k]:.3f} eV")
for name, k, l in (("PP", p, p), ("QQ", q, q), ("PQ", p, q)):
    print(f"{name}: (ij|ab) {r['direct'][k, l]:.3f}, (ib|ja) "
          f"{r['cross'][k, l]:.3f}, A-B {r['minus'][k, l]:.3f} eV")
print(f"sloshing mode at a = 0.25: {slosh * const.e * 1e18:.4f} aJ")
print("all tests passed")
```

It prints:

```
e^2 = 14.39965 eV angstrom; hbar^2/m = 7.61996 eV angstrom^2
trap quanta x,y,z (eV): 40.0 70.0 90.0
basis lengths x,y,z (angstrom): 0.4801 0.3530 0.3055
electrons 4; basis functions 27; pairs per spin 50
x ladder up to nx = 8; transverse functions 3
check integrals (00|00), (01|01): 30.3887, 6.0956 eV
--- exact-exchange fraction a = 0.00
largest formula/definition difference: 5.1e-06 eV
largest off-diagonal |A-B|, by definition: 0.0000 eV
W eigenvalues, min and max: 7.581, 25.477 eV
lowest singlet, triplet: 30.975, 27.663 eV
sloshing mode, full A-B: 39.999 eV
sloshing mode, D for A-B: 39.999 eV
sloshing mode, diagonal of A-B: 39.999 eV
strength sum, full A-B and D: 3.9999, 3.9999
commutator identity error, A-B and D: 0.0232, 0.0232
--- exact-exchange fraction a = 0.25
largest formula/definition difference: 4.0e-06 eV
largest off-diagonal |A-B|, by definition: 1.1395 eV
W eigenvalues, min and max: 7.569, 25.478 eV
lowest singlet, triplet: 31.266, 27.845 eV
sloshing mode, full A-B: 39.999 eV
sloshing mode, D for A-B: 42.296 eV
sloshing mode, diagonal of A-B: 39.999 eV
strength sum, full A-B and D: 3.9999, 4.4729
commutator identity error, A-B and D: 0.0226, 0.1213
--- exact-exchange fraction a = 1.00
largest formula/definition difference: 1.0e-07 eV
largest off-diagonal |A-B|, by definition: 4.5089 eV
W eigenvalues, min and max: 7.536, 25.482 eV
lowest singlet, triplet: 32.140, 28.383 eV
sloshing mode, full A-B: 39.998 eV
sloshing mode, D for A-B: 48.292 eV
sloshing mode, diagonal of A-B: 40.069 eV
strength sum, full A-B and D: 3.9999, 5.8368
commutator identity error, A-B and D: 0.0211, 0.4652
--- completeness of the x ladder at a = 0.25
identity error by highest nx: 3: 0.0437, 4: 0.1030, 5: 0.0111, 7: 0.0171, 8: 0.0226
share of squared error in the top rung, nx = 8: 0.9972
grid refinement, largest change of five lowest: 1.0e-04 eV
--- one 2x2 block of A-B at a = 0.25
orbitals named by main basis quantum numbers nx ny nz
orbital 1 (000): 184.790 eV
orbital 2 (100): 216.454 eV
orbital 3 (010): 251.063 eV
orbital 4 (200): 253.489 eV
orbital 5 (001): 272.919 eV
orbital 6 (110): 283.834 eV
orbital 7 (300): 288.965 eV
pair P: 000 -> 200, gap 68.699 eV
pair Q: 100 -> 300, gap 72.511 eV
PP: (ij|ab) 21.433, (ib|ja) 3.232, A-B 64.149 eV
QQ: (ij|ab) 19.821, (ib|ja) 3.126, A-B 68.337 eV
PQ: (ij|ab) 3.730, (ib|ja) -0.063, A-B -0.948 eV
sloshing mode at a = 0.25: 6.4085 aJ
all tests passed
```
